# Why injected interstitials speed boron but slow antimony in silicon: a program that tests the result

```python
# Result under test: dopant diffusion under injection of self-interstitials,
#   D/D* = f_I*S_I + f_V*S_V,   S_V = (1+eps)/(S_I+eps),
# which tends to f_I*S_I + f_V/S_I when recombination is fast (eps << 1).
# S_I, S_V : interstitial and vacancy concentrations over equilibrium values
# f_I, f_V : shares of equilibrium dopant diffusion by each defect, sum = 1
# eps      : vacancy sink rate / (recombination coefficient * C_I equilibrium)
# Units: eV, angstrom, second. All material parameters are round model values.
import numpy as np
from scipy.constants import physical_constants, angstrom
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln

thermal_energy = 0.11
site_density = 0.05
free_energy_I, free_energy_V = 2.5, 2.4
recombination = 5.0e11
sink_I, sink_V = 0.05, 0.05
injection = 3.0e-12
dopant_D_eq = 10.0
anneal_time = 1000.0
shares = {"interstitial-type": 0.95, "vacancy-type": 0.01}

CI_eq = site_density * np.exp(-free_energy_I / thermal_energy)
CV_eq = site_density * np.exp(-free_energy_V / thermal_energy)
eps = sink_V / (recombination * CI_eq)


def vacancy_ratio(S, e):
    return (1 + e) / (S + e)


def response(f, S, SV):
    return f * S + (1 - f) * SV


def steady_formula(k, G):
    e = sink_V / (k * CI_eq)
    g = G / (sink_I * CI_eq)
    rho = sink_V * CV_eq / (sink_I * CI_eq)
    b = 1 + e + rho - g
    root = np.sqrt(b * b + 4 * g * (1 + e))
    # choose the form of the positive root that avoids cancellation
    x = (root - b) / 2 if b < 0 else 2 * g * (1 + e) / (root + b)
    return 1 + x, vacancy_ratio(1 + x, e)


def integrate_defects(k, G, t_end=2000.0):
    def rates(t, y):
        excess = y[0] * y[1] - 1
        return [G / CI_eq - k * CV_eq * excess - sink_I * (y[0] - 1),
                -k * CI_eq * excess - sink_V * (y[1] - 1)]
    sol = solve_ivp(rates, (0, t_end), [1.0, 1.0], method="LSODA",
                    rtol=1e-9, atol=1e-11, dense_output=True)
    assert sol.success
    return sol


# Test 1: equilibrium product from an explicit sum over numbers of defects,
# at a fixed excess of interstitials over vacancies.
def log_binomial(n, m):
    return gammaln(n + 1) - gammaln(m + 1) - gammaln(n - m + 1)


sites, test_FI, test_FV = 1.0e8, 1.0, 1.05
target = np.exp(-(test_FI + test_FV) / thermal_energy)
product_ratios = []
for excess_number in (0, 5000, 20000):
    nV = np.arange(0, 60001, dtype=float)
    nI = nV + excess_number
    logw = (log_binomial(sites, nV) + log_binomial(sites, nI)
            - (nV * test_FV + nI * test_FI) / thermal_energy)
    w = np.exp(logw - logw.max())
    w /= w.sum()
    ratio = (w @ nI) * (w @ nV) / sites**2 / target
    product_ratios.append(ratio)
    # finite dilution and number fluctuations enter below one part in 500
    assert abs(ratio - 1) < 2e-3

# Test 2: steady state from time integration against the closed formulas,
# including the bound on the departure of the concentration product from 1.
for k_factor in (1.0, 0.1, 0.001):
    for G_factor in (0.1, 1.0, 20.0):
        k, G = recombination * k_factor, injection * G_factor
        numerical = integrate_defects(k, G).y[:, -1]
        assert np.allclose(numerical, steady_formula(k, G), rtol=1e-5)
        assert 0 < numerical[0] * numerical[1] - 1 < sink_V / (k * CI_eq)

main_run = integrate_defects(recombination, injection)
SI, SV = main_run.y[:, -1]
times = np.linspace(0, 2000, 20001)
history = main_run.sol(times)
far = np.any(np.abs(history / np.array([[SI], [SV]]) - 1) > 0.01, axis=0)
settling_time = times[np.where(far)[0][-1] + 1]


# Test 3: broadening from a model with explicit mobile dopant-defect pairs.
# The Fourier amplitude of an initially sharp profile gives its variance.
def pair_model_variance(f, S_I, S_V):
    pair_fraction, release, q = 1e-6, 1e6, 0.003
    d_pair_I = f * dopant_D_eq / pair_fraction
    d_pair_V = (1 - f) * dopant_D_eq / pair_fraction
    capture_I = release * pair_fraction * S_I
    capture_V = release * pair_fraction * S_V
    M = np.array([[-capture_I - capture_V, release, release],
                  [capture_I, -release - d_pair_I * q**2, 0],
                  [capture_V, 0, -release - d_pair_V * q**2]])
    values, vectors = np.linalg.eig(M)
    start = np.linalg.solve(vectors, np.array([1.0, 0, 0]))
    amplitude = np.real(np.sum(vectors @ (start * np.exp(values * anneal_time))))
    return -2 * np.log(amplitude) / q**2


pair_ratios = {}
for name, f in shares.items():
    for a, b in ((1.0, 1.0), (SI, SV), (SI, 1.0)):
        measured = pair_model_variance(f, a, b) / (2 * dopant_D_eq * anneal_time)
        # finite wave number and finite pair fraction enter near 1e-4
        assert abs(measured / response(f, a, b) - 1) < 1e-3
        if (a, b) == (SI, SV):
            pair_ratios[name] = measured


# Test 4: retardation window and minimum, with vacancies found numerically
# from their rate balance rather than from the closed expression.
def numerical_response(f, S, e):
    balance = lambda v: (S * v - 1) + e * (v - 1)
    v = brentq(balance, 0.0, 2.0, xtol=1e-15, rtol=1e-14)
    return response(f, S, v)


def window_end(f, e):
    return (1 - f) / f - e


def minimum_formula(f, e):
    return (np.sqrt((1 - f) * (1 + e) / f) - e,
            2 * np.sqrt(f * (1 - f) * (1 + e)) - f * e)


for f, e in ((0.01, eps), (0.05, 0.3), (0.2, 0.5)):
    S_min, D_min = minimum_formula(f, e)
    found = minimize_scalar(lambda S: numerical_response(f, S, e),
                            bounds=(1.0, window_end(f, e)), method="bounded",
                            options={"xatol": 1e-8})
    assert abs(found.x / S_min - 1) < 1e-4 and abs(found.fun / D_min - 1) < 1e-8
    crossing = brentq(lambda S: numerical_response(f, S, e) - 1, S_min, 1000)
    assert abs(crossing / window_end(f, e) - 1) < 1e-7
for f in (0.5, 0.7, 0.95):
    for e in (1e-3, eps, 1.0):
        assert all(numerical_response(f, S, e) > 1
                   for S in np.geomspace(1.01, 1000, 60))

# Test 5: opposite signs with recombination, no retardation without it.
no_recombination = integrate_defects(0.0, injection).y[:, -1]
f_int, f_vac = shares["interstitial-type"], shares["vacancy-type"]
assert response(f_int, SI, SV) > 1 > response(f_vac, SI, SV)
assert response(f_vac, *no_recombination) > 1
assert abs(no_recombination[1] - 1) < 1e-8

bohr = physical_constants["Bohr radius"][0] / angstrom
print(f"thermal energy: {thermal_energy:.2f} eV")
print(f"site density: {site_density:.2f} angstrom^-3")
print(f"formation free energy, interstitial: {free_energy_I:.1f} eV")
print(f"formation free energy, vacancy: {free_energy_V:.1f} eV")
print(f"equilibrium C_I: {CI_eq:.3e} angstrom^-3")
print(f"equilibrium C_V: {CV_eq:.3e} angstrom^-3")
print(f"equilibrium product: {CI_eq * CV_eq:.3e} angstrom^-6")
print(f"recombination coefficient: {recombination:.1e} angstrom^3/s")
print(f"sink rates, I and V: {sink_I:.2f}, {sink_V:.2f} s^-1")
print(f"injection rate: {injection:.1e} angstrom^-3 s^-1")
print(f"eps: {eps:.5f} (no unit)")
print(f"g: {injection / (sink_I * CI_eq):.4f} (no unit)")
print(f"rho: {sink_V * CV_eq / (sink_I * CI_eq):.4f} (no unit)")
print(f"S_I: {SI:.4f} (no unit)")
print(f"S_V: {SV:.5f} (no unit)")
print(f"S_I*S_V: {SI * SV:.5f} (no unit)")
print(f"1/S_I: {1 / SI:.5f} (no unit)")
print(f"chemical potential, I: {thermal_energy * np.log(SI):.4f} eV")
print(f"chemical potential, V: {thermal_energy * np.log(SV):.4f} eV")
print(f"time to settle within 1 percent: {settling_time:.1f} s")
print(f"dopant equilibrium diffusivity: {dopant_D_eq:.1f} angstrom^2/s")
print(f"anneal time at steady state: {anneal_time:.0f} s")
width_eq = np.sqrt(2 * dopant_D_eq * anneal_time)
print(f"broadening without injection: {width_eq:.1f} angstrom")
for name, f in shares.items():
    ratio = response(f, SI, SV)
    width = width_eq * np.sqrt(ratio)
    print(f"{name}: f_I = {f:.2f}, f_V = {1 - f:.2f} (no unit)")
    print(f"  I term {f * SI:.4f}, V term {(1 - f) * SV:.4f} (no unit)")
    print(f"  D/D*: {ratio:.4f}; pair model: {pair_ratios[name]:.4f} (no unit)")
    print(f"  D/D* for exactly pinned product: {response(f, SI, 1 / SI):.4f}")
    print(f"  D: {ratio * dopant_D_eq:.3f} angstrom^2/s")
    print(f"  broadening: {width:.1f} angstrom = {width / bohr:.1f} bohr")
S_min, D_min = minimum_formula(f_vac, eps)
print(f"vacancy-type minimum: D/D* = {D_min:.4f} at S_I = {S_min:.3f}")
print(f"vacancy-type retardation ends at S_I = {window_end(f_vac, eps):.3f}")
print("table: S_I, S_V, D/D* interstitial-type, D/D* vacancy-type (no units)")
for S in (1, 2, 5, 10, 30, 100, 300):
    v = vacancy_ratio(S, eps)
    print(f"  {S:4d} {v:.5f} {response(f_int, S, v):.4f} "
          f"{response(f_vac, S, v):.4f}")
print("recombination factor: S_I, S_V, D/D* int.-type, D/D* vac.-type")
for factor in (1.0, 0.001, 0.0):
    a, b = integrate_defects(recombination * factor, injection).y[:, -1]
    print(f"  {factor:.3f}: {a:.4f} {b:.5f} {response(f_int, a, b):.4f} "
          f"{response(f_vac, a, b):.4f}")
print("defect-count product / formula, excess 0, 5000, 20000: "
      + ", ".join(f"{r:.5f}" for r in product_ratios))
print("success")
```

Running it gives:

```
thermal energy: 0.11 eV
site density: 0.05 angstrom^-3
formation free energy, interstitial: 2.5 eV
formation free energy, vacancy: 2.4 eV
equilibrium C_I: 6.740e-12 angstrom^-3
equilibrium C_V: 1.673e-11 angstrom^-3
equilibrium product: 1.127e-22 angstrom^-6
recombination coefficient: 5.0e+11 angstrom^3/s
sink rates, I and V: 0.05, 0.05 s^-1
injection rate: 3.0e-12 angstrom^-3 s^-1
eps: 0.01484 (no unit)
g: 8.9025 (no unit)
rho: 2.4821 (no unit)
S_I: 7.7450 (no unit)
S_V: 0.13078 (no unit)
S_I*S_V: 1.01290 (no unit)
1/S_I: 0.12912 (no unit)
chemical potential, I: 0.2252 eV
chemical potential, V: -0.2238 eV
time to settle within 1 percent: 94.3 s
dopant equilibrium diffusivity: 10.0 angstrom^2/s
anneal time at steady state: 1000 s
broadening without injection: 141.4 angstrom
interstitial-type: f_I = 0.95, f_V = 0.05 (no unit)
  I term 7.3578, V term 0.0065 (no unit)
  D/D*: 7.3643; pair model: 7.3636 (no unit)
  D/D* for exactly pinned product: 7.3642
  D: 73.643 angstrom^2/s
  broadening: 383.8 angstrom = 725.2 bohr
vacancy-type: f_I = 0.01, f_V = 0.99 (no unit)
  I term 0.0775, V term 0.1295 (no unit)
  D/D*: 0.2069; pair model: 0.2069 (no unit)
  D/D* for exactly pinned product: 0.2053
  D: 2.069 angstrom^2/s
  broadening: 64.3 angstrom = 121.6 bohr
vacancy-type minimum: D/D* = 0.2003 at S_I = 10.009
vacancy-type retardation ends at S_I = 98.985
table: S_I, S_V, D/D* interstitial-type, D/D* vacancy-type (no units)
     1 1.00000 1.0000 1.0000
     2 0.50368 1.9252 0.5186
     5 0.20237 4.7601 0.2503
    10 0.10133 9.5051 0.2003
    30 0.03381 28.5017 0.3335
   100 0.01015 95.0005 1.0100
   300 0.00338 285.0002 3.0033
recombination factor: S_I, S_V, D/D* int.-type, D/D* vac.-type
  1.000: 7.7450 0.13078 7.3643 0.2069
  0.001: 9.0650 0.66259 8.6449 0.7466
  0.000: 9.9025 1.00000 9.4573 1.0890
defect-count product / formula, excess 0, 5000, 20000: 0.99976, 0.99976, 0.99969
success
```
